# PAW Dipole Matrix Elements from Overlaps between k and k+q: a numerical check

```python
"""
Result under test: PAW dipole elements r_mn = i <u_m | d/dk u_n> follow from
augmented overlaps between k and k+q after the band group D = {1, 2} at k+q is
aligned with the group at k by a singular value decomposition.
Errors: forward O(q), central O(q^2), Richardson O(q^4).

Model: 2D square crystal, one atom per cell at the origin, hartree atomic units.
  ae, ps    all-electron and smooth partial waves, times exp(i l theta)/sqrt(2 pi)
  proj      projectors, dual to ps inside the augmentation disc
  onsite    Q_ij(q) = <ae_i|exp(-iq.r)|ae_j> - <ps_i|exp(-iq.r)|ps_j>
  direction unit vector of q, at angle ALPHA to the x axis
Reference 1: perturbation formula for the q -> 0 limit within PAW.
Reference 2: all-electron plane waves and momentum matrix elements.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh, svd
from scipy.special import jv
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom

A_ANG, RC_ANG = 3.0, 1.4
DEPTH_AE, DEPTH_PS = 80.0, 40.0                         # eV
FACTOR, LMAX, ALPHA = 0.5, 3, np.pi / 6
N_PAW, N_AE = 8, 12
cell, rc = A_ANG / BOHR, RC_ANG / BOHR
area = cell**2
direction = np.array([np.cos(ALPHA), np.sin(ALPHA)])
rng = np.random.default_rng(7)

# radial Gauss-Legendre grid on the disc; rw contains r dr
x, wx = np.polynomial.legendre.leggauss(80)
s = 0.5 * (x + 1)
r = rc * s
rw = 0.5 * wx * rc * r
well = -(1 - s**2)**3                                   # unit-depth potential


def bessel(n, arg):
    """J_n for integer n and arg >= 0."""
    return jv(abs(n), arg) * ((-1)**abs(n) if n < 0 else 1)


def make_dataset(n_radial):
    """Partial waves, projectors and on-site energies for |l| <= LMAX."""
    weight = (1 - s**2)**2
    f = 1 + FACTOR * (1 - s**2)**4
    df = -8 * FACTOR * s * (1 - s**2)**3 / rc
    ls = np.repeat(np.arange(-LMAX, LMAX + 1), n_radial)
    ps_all, ae_all = [], []
    size = len(ls)
    dmat = np.zeros((size, size))
    for block, l in enumerate(range(-LMAX, LMAX + 1)):
        powers = abs(l) + 2.0 * np.arange(n_radial)
        raw = s[:, None]**powers
        draw = powers * s[:, None]**(powers - 1) / rc
        tri = np.linalg.qr(np.sqrt(rw * weight)[:, None] * raw)[1]
        inv = np.linalg.inv(tri)
        ps, dps = raw @ inv, draw @ inv
        ae, dae = f[:, None] * ps, f[:, None] * dps + df[:, None] * ps

        def form(left, w):
            return left.T @ ((rw * w)[:, None] * left)
        one = np.ones_like(r)
        d = 0.5 * (form(dae, one) - form(dps, one))
        d += 0.5 * l**2 * (form(ae, 1 / r**2) - form(ps, 1 / r**2))
        d += form(ae, DEPTH_AE / HARTREE * well)
        d -= form(ps, DEPTH_PS / HARTREE * well)
        sl = slice(block * n_radial, (block + 1) * n_radial)
        dmat[sl, sl] = 0.5 * (d + d.T)
        ps_all.append(ps)
        ae_all.append(ae)
    ps, ae = np.hstack(ps_all), np.hstack(ae_all)
    ds = SimpleNamespace(ls=ls, ps=ps, ae=ae, proj=weight[:, None] * ps,
                         d=dmat, n=n_radial)
    ds.q0 = onsite(ds, 0.0)
    ds.dip = onsite_dipole(ds)
    return ds


def radial_difference(ds, w):
    g = (rw * w)[:, None]
    return ds.ae.T @ (g * ds.ae) - ds.ps.T @ (g * ds.ps)


def onsite(ds, q):
    """Full Q_ij(q); q is signed and lies along direction."""
    dl = ds.ls[None, :] - ds.ls[:, None]
    out = np.zeros(dl.shape, complex)
    for n in range(-2 * LMAX, 2 * LMAX + 1):
        radial = bessel(n, abs(q) * r) * ((-1)**abs(n) if q < 0 else 1)
        phase = (-1j)**n * np.exp(1j * n * ALPHA)
        out += np.where(dl == n, phase * radial_difference(ds, radial), 0)
    return out


def onsite_dipole(ds):
    """Difference of <r.direction> between ae and ps pairs."""
    dl = ds.ls[None, :] - ds.ls[:, None]
    angular = np.where(abs(dl) == 1, 0.5 * np.exp(1j * dl * ALPHA), 0)
    return angular * radial_difference(ds, r)


def integer_vectors(n):
    g = np.arange(-n, n + 1)
    return np.array([(i, j) for i in g for j in g])


def potential_matrix(ints, n, depth_ev):
    m = np.arange(-2 * n, 2 * n + 1)
    length = 2 * np.pi / cell * np.hypot(m[:, None], m[None, :])
    table = jv(0, length[:, :, None] * r) @ (rw * well)
    table *= 2 * np.pi / area * depth_ev / HARTREE
    d = ints[:, None, :] - ints[None, :, :] + 2 * n
    return table[d[:, :, 0], d[:, :, 1]]


G_INT = integer_vectors(N_PAW)
G_VEC = 2 * np.pi / cell * G_INT
V_PS = potential_matrix(G_INT, N_PAW, DEPTH_PS)


def projector_waves(ds, k, derivative=False):
    """<k+G|p_i> and, on request, its derivative along direction."""
    kg = k + G_VEC
    size, theta = np.hypot(kg[:, 0], kg[:, 1]), np.arctan2(kg[:, 1], kg[:, 0])
    base = [jv(n, size[:, None] * r) for n in range(LMAX + 2)]

    def wave(l):
        sign = (-1)**abs(l) if l < 0 else 1
        return sign * base[abs(l)] * np.exp(1j * l * theta)[:, None]
    p = np.zeros((len(kg), len(ds.ls)), complex)
    dp = np.zeros_like(p)
    for l in range(-LMAX, LMAX + 1):
        cols = ds.ls == l
        radial = rw[:, None] * ds.proj[:, cols]
        pre = np.sqrt(2 * np.pi / area) * (-1j)**l
        p[:, cols] = pre * wave(l) @ radial
        if derivative:
            change = 0.5 * r * (np.exp(1j * ALPHA) * wave(l - 1)
                                - np.exp(-1j * ALPHA) * wave(l + 1))
            dp[:, cols] = pre * change @ radial
    return (p, dp) if derivative else p


def solve(ds, k):
    """Lowest PAW states: energies e, plane-wave part c, <p_i|psi> in b."""
    p = projector_waves(ds, k)
    kin = 0.5 * np.sum((k + G_VEC)**2, axis=1)
    h = np.diag(kin) + V_PS + p @ ds.d @ p.conj().T
    ov = np.eye(len(kin)) + p @ ds.q0 @ p.conj().T
    e, c = eigh(0.5 * (h + h.conj().T), 0.5 * (ov + ov.conj().T))
    c = c[:, :4]
    return SimpleNamespace(e=e[:4], c=c, b=p.conj().T @ c)


def limit_row(ds, k, st):
    """r_0n for n = 1, 2 from perturbation theory, and its on-site dipole part."""
    p, dp = projector_waves(ds, k, True)
    cm, cn = st.c[:, 0], st.c[:, 1:3]
    bm, bn = st.b[:, 0], st.b[:, 1:3]
    dbm, dbn = dp.conj().T @ cm, dp.conj().T @ cn
    dh = cm.conj() @ (((k + G_VEC) @ direction)[:, None] * cn)
    dh = dh + dbm.conj() @ ds.d @ bn + bm.conj() @ ds.d @ dbn
    half = bm.conj() @ ds.q0 @ dbn
    dov = dbm.conj() @ ds.q0 @ bn + half
    en = st.e[1:3]
    local = bm.conj() @ ds.dip @ bn
    return 1j * ((dh - en * dov) / (en - st.e[0]) + half) + local, local


cache = {}


def displaced(ds, k, q):
    key = (ds.n, tuple(k), q)
    if key not in cache:
        cache[key] = solve(ds, k + q * direction)
    return cache[key]


def aligned_row(ds, k, left, q, mode="full", gauge="svd"):
    """Overlaps of band 0 with the group at k+q after gauge fixing."""
    right = displaced(ds, k, q)
    qmat = {"full": lambda: onsite(ds, q), "zero": lambda: ds.q0,
            "first": lambda: ds.q0 - 1j * q * ds.dip}[mode]()
    m = left.c[:, :3].conj().T @ right.c[:, 1:3]
    m = m + left.b[:, :3].conj().T @ qmat @ right.b[:, 1:3]
    if gauge == "phase":
        diag = np.diag(m[1:])
        return m[0] * diag.conj() / abs(diag), None
    z = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    m = m @ np.linalg.qr(z)[0]                          # arbitrary gauge at k+q
    u, sv, vh = svd(m[1:])
    return m[0] @ (vh.conj().T @ u.conj().T), sv.min()


def differences(ds, k, left, q_ang, mode="full", gauge="svd"):
    q = q_ang * BOHR
    plus, sv = aligned_row(ds, k, left, q, mode, gauge)
    minus, _ = aligned_row(ds, k, left, -q, mode, gauge)
    return 1j * plus / q, 1j * (plus - minus) / (2 * q), sv


def all_electron(k):
    """Energies and norm of r_0D from momentum elements, no augmentation."""
    ints = integer_vectors(N_AE)
    kg = k + 2 * np.pi / cell * ints
    h = np.diag(0.5 * np.sum(kg**2, axis=1))
    h = h + potential_matrix(ints, N_AE, DEPTH_AE)
    e, c = eigh(h)
    mom = c[:, 0] @ ((kg @ direction)[:, None] * c[:, 1:3])
    return e[:4], np.linalg.norm(mom / (e[0] - e[1:3]))


def order(err):
    return np.log2(err[-2] / err[-1])


norm = np.linalg.norm
ds = make_dataset(6)
gamma = np.zeros(2)
k_gen = 2 * np.pi / cell * np.array([0.10, 0.17])
q_list = [0.08, 0.04, 0.02, 0.01]                       # 1/angstrom

print(f"lattice constant {A_ANG:.1f} A, disc radius {RC_ANG:.1f} A")
print(f"well depth {DEPTH_AE:.0f} eV, pseudo well {DEPTH_PS:.0f} eV")
print(f"q direction {np.degrees(ALPHA):.0f} deg from x")
print(f"plane waves: PAW {len(G_INT)}, all-electron {(2*N_AE+1)**2}")
print(f"projectors {len(ds.ls)} ({ds.n} radial for each l)")

# ---- general k: generic error orders ----
st = solve(ds, k_gen)
exact, local = limit_row(ds, k_gen, st)
print("GENERAL k = (0.10, 0.17) in units of 2 pi / a")
print("PAW energies, bands 0-3 (eV):", np.round(st.e * HARTREE, 3))
gap = (st.e[3] - st.e[2]) * HARTREE
assert gap > 0.5
print(f"|r_01| {abs(exact[0])*BOHR:.5f} A, |r_02| {abs(exact[1])*BOHR:.5f} A")
print(f"norm of r_0D {norm(exact)*BOHR:.5f} A = {norm(exact):.5f} bohr")
fwd, cen, cen_err, sv_dev = [], [], [], []
print("q (1/A), forward error (A), central error (A), 1 - min sing. value")
for q in q_list:
    f, c, sv = differences(ds, k_gen, st, q)
    fwd.append(norm(f - exact) * BOHR)
    cen.append(c)
    cen_err.append(norm(c - exact) * BOHR)
    sv_dev.append(abs(1 - sv))
    print(f"{q:.2f}  {fwd[-1]:.3e}  {cen_err[-1]:.3e}  {1 - sv:.3e}")
rich = [norm((4 * cen[i + 1] - cen[i]) / 3 - exact) * BOHR for i in range(3)]
print("Richardson errors (A):", " ".join(f"{v:.2e}" for v in rich))
print(f"orders: forward {order(fwd):.3f}, central {order(cen_err):.3f}")
print(f"orders: Richardson {order(rich):.3f}, sing. value {order(sv_dev):.3f}")
assert abs(order(fwd) - 1) < 0.1
assert abs(order(cen_err) - 2) < 0.1
assert abs(order(rich) - 4) < 0.3
assert abs(order(sv_dev) - 2) < 0.1

# ---- truncating the on-site overlap in powers of q ----
zero = [norm(differences(ds, k_gen, st, q, "zero")[1] - exact) * BOHR
        for q in q_list]
first = [norm(differences(ds, k_gen, st, q, "first")[1] - exact) * BOHR
         for q in q_list]
print(f"on-site dipole part of r_0D {norm(local)*BOHR:.5f} A")
print(f"central error with Q(0) only, q=0.01: {zero[-1]:.5f} A")
print(f"central error with Q to first order, q=0.01: {first[-1]:.3e} A")
print(f"its order {order(first):.3f}")
assert abs(zero[-1] / (norm(local) * BOHR) - 1) < 0.01
assert abs(order(first) - 2) < 0.1

# ---- rounding at very small q ----
small = [norm(differences(ds, k_gen, st, q)[1] - exact) * BOHR
         for q in (1e-4, 1e-8)]
print(f"central error at q=1e-4 1/A: {small[0]:.1e} A")
print(f"central error at q=1e-8 1/A: {small[1]:.1e} A")
assert small[1] > small[0]

# ---- Gamma: exactly degenerate pair in a deliberately mixed basis ----
sg = solve(ds, gamma)
split = abs(sg.e[2] - sg.e[1]) * HARTREE
assert split < 1e-6
row, _ = limit_row(ds, gamma, sg)
assert norm(row) > 0.01
basis = np.column_stack([row.conj(), [-row[1], row[0]]]) / norm(row)
mix = basis @ np.array([[0.6, 0.8j], [0.8j, 0.6]])
sg.c[:, 1:3] = sg.c[:, 1:3] @ mix
sg.b[:, 1:3] = sg.b[:, 1:3] @ mix
row, _ = limit_row(ds, gamma, sg)
print("GAMMA")
print("PAW energies, bands 0-3 (eV):", np.round(sg.e * HARTREE, 3))
print(f"norm of r_0D {norm(row)*BOHR:.5f} A = {norm(row):.5f} bohr")
print(f"|r_01| {abs(row[0])*BOHR:.5f} A, |r_02| {abs(row[1])*BOHR:.5f} A")
g_err = []
for q in q_list:
    f, c, _ = differences(ds, gamma, sg, q)
    assert norm(f - c) < 1e-7 * norm(row)               # odd in q by parity
    g_err.append(norm(c - row) * BOHR)
    print(f"q={q:.2f} 1/A: SVD central error {g_err[-1]:.3e} A")
print(f"order {order(g_err):.3f}; forward equals central")
assert abs(order(g_err) - 2) < 0.1
bad = norm(differences(ds, gamma, sg, 0.01, gauge="phase")[1] - row)
print(f"phase-only fixing, q=0.01: relative error {bad/norm(row):.3f}")
assert bad > 0.1 * norm(row)

# ---- all-electron reference and completeness of the partial waves ----
print("ALL-ELECTRON COMPARISON")
for name, k, state, value in (("general k", k_gen, st, exact),
                              ("Gamma", gamma, sg, row)):
    e_ae, r_ae = all_electron(k)
    de = np.max(abs(state.e[:3] - e_ae[:3])) * HARTREE
    dr = abs(norm(value) / r_ae - 1)
    print(f"{name}: all-electron norm of r_0D {r_ae*BOHR:.5f} A")
    print(f"  PAW deviation: energy {de:.1e} eV, relative r {dr:.1e}")
    assert de < 0.05 and dr < 0.01
e_ae, r_ae = all_electron(k_gen)
deviation = {}
for n_radial in (2, 4, 6):
    trial = make_dataset(n_radial)
    ts = solve(trial, k_gen)
    tr, _ = limit_row(trial, k_gen, ts)
    deviation[n_radial] = np.max(abs(ts.e[:3] - e_ae[:3])) * HARTREE
    print(f"{n_radial} radial waves: energy dev. {deviation[n_radial]:.1e} eV,"
          f" relative r dev. {abs(norm(tr)/r_ae - 1):.1e}")
assert deviation[6] < deviation[2]

print("checks complete")
```

It prints:

```
lattice constant 3.0 A, disc radius 1.4 A
well depth 80 eV, pseudo well 40 eV
q direction 30 deg from x
plane waves: PAW 289, all-electron 625
projectors 42 (6 radial for each l)
GENERAL k = (0.10, 0.17) in units of 2 pi / a
PAW energies, bands 0-3 (eV): [-41.337  -8.726  -8.215   3.306]
|r_01| 0.20624 A, |r_02| 0.25620 A
norm of r_0D 0.32890 A = 0.62153 bohr
q (1/A), forward error (A), central error (A), 1 - min sing. value
0.08  9.467e-04  1.341e-04  2.137e-03
0.04  4.554e-04  3.305e-05  5.572e-04
0.02  2.218e-04  8.233e-06  1.422e-04
0.01  1.092e-04  2.056e-06  3.592e-05
Richardson errors (A): 6.46e-07 4.13e-08 2.60e-09
orders: forward 1.022, central 2.001
orders: Richardson 3.992, sing. value 1.985
on-site dipole part of r_0D 0.09163 A
central error with Q(0) only, q=0.01: 0.09163 A
central error with Q to first order, q=0.01: 1.694e-06 A
its order 2.002
central error at q=1e-4 1/A: 2.6e-10 A
central error at q=1e-8 1/A: 1.1e-06 A
GAMMA
PAW energies, bands 0-3 (eV): [-41.36   -8.013  -8.013   1.615]
norm of r_0D 0.32843 A = 0.62064 bohr
|r_01| 0.19706 A, |r_02| 0.26274 A
q=0.08 1/A: SVD central error 5.170e-04 A
q=0.04 1/A: SVD central error 1.311e-04 A
q=0.02 1/A: SVD central error 3.291e-05 A
q=0.01 1/A: SVD central error 8.234e-06 A
order 1.999; forward equals central
phase-only fixing, q=0.01: relative error 0.864
ALL-ELECTRON COMPARISON
general k: all-electron norm of r_0D 0.32890 A
  PAW deviation: energy 1.4e-04 eV, relative r 2.1e-06
Gamma: all-electron norm of r_0D 0.32843 A
  PAW deviation: energy 3.3e-05 eV, relative r 1.0e-05
2 radial waves: energy dev. 4.5e-01 eV, relative r dev. 2.9e-02
4 radial waves: energy dev. 3.6e-03 eV, relative r dev. 2.1e-04
6 radial waves: energy dev. 1.4e-04 eV, relative r dev. 2.1e-06
checks complete
```
